\section*{Current Scaling of Tunnelling-Induced Hydrogen Desorption in a Truncated-Oscillator Model}

\section{Two failures of the direct approach}

A hydrogen atom on silicon sits under a tunnelling tip. Electrons excite the Si--H stretch one quantum at a time, the lattice drains it, and now and then the vibration climbs high enough for the bond to break. The direct way to the desorption rate is to write the rate matrix of the vibrational levels and ask a standard eigenvalue routine for its smallest eigenvalue. For the twelve-step ladder treated below, at 0.1~nA, a general routine returns zero in double precision, and the symmetrized matrix gives rounding noise of order $10^{-10}\ \mathrm{s^{-1}}$. The rate is $4.2\times10^{-18}\ \mathrm{s^{-1}}$, and no digit of it survives. The digits are also lost at 0.03, 0.05 and 0.2~nA, so the low-current scaling cannot be read from such a calculation.

The shortcut is to skip the matrix and assume that the rate varies as $I^N$, with $N$ the number of single-quantum steps. At the current that gives one desorption per second, this law with its correct low-current prefactor is too large by a factor of 13, and the local exponent is 9.7 instead of 12. A usable scheme must keep its digits at low current and show where the power law holds.

\section{The ladder and its rates}

Let the stretch be a harmonic oscillator with quantum $\hbar\omega$ and levels $n=0,1,\dots,N-1$. Arrival at level $N$ counts as desorption, where $N$ is the smallest integer with $N\hbar\omega\ge E_d$ and $E_d$ is the desorption energy measured from the ground level. This truncation is a model assumption, examined in the section on anharmonicity.

Electrons and lattice are both taken to couple linearly to the bond coordinate $q\propto a+a^\dagger$. Since $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$,
\begin{equation}
|\langle n+1|q|n\rangle|^2=(n+1)\,|\langle 1|q|0\rangle|^2 ,
\end{equation}
and all matrix elements between levels more than one step apart vanish. By the golden rule the rates carry the same factor.

Let $G=fI/e$ be the electronic excitation rate from 0 to 1, with $f$ the fraction of electrons that excite the bond. For a bias well above $\hbar\omega/e$, electrons drive the reverse transition at nearly the same rate. The lattice relaxes level 1 at rate $\gamma$ at zero temperature. At temperature $T$ it gives $\gamma n_B$ upward and $\gamma(n_B+1)$ downward, with $n_B=1/(e^{\hbar\omega/k_BT}-1)$. With
\begin{equation}
x=\frac{G}{\gamma},\qquad y=x+n_B ,
\end{equation}
the upward and downward rates from level $n$ are
\begin{equation}
u_n=(n+1)\gamma y,\qquad d_n=n\gamma(1+y). \label{rates}
\end{equation}
The populations obey
\begin{equation}
\dot P_n=u_{n-1}P_{n-1}+d_{n+1}P_{n+1}-(u_n+d_n)P_n ,
\end{equation}
with $P_{-1}=P_N=0$, because nothing returns from level $N$.

The rate is defined as $R=1/T_0$, where $T_n$ is the mean time to reach level $N$ from level $n$. In a short time $dt$ the system moves up, moves down or stays:
\begin{equation}
T_n=dt+u_n\,dt\,T_{n+1}+d_n\,dt\,T_{n-1}+[1-(u_n+d_n)dt]\,T_n .
\end{equation}
Cancelling $T_n$ and dividing by $dt$ gives
\begin{equation}
(u_n+d_n)T_n-u_nT_{n+1}-d_nT_{n-1}=1,\qquad T_N=0. \label{backward}
\end{equation}

When escape is much slower than relaxation, the ladder settles into a fixed distribution long before it empties. Survival is then nearly exponential, and $R$ agrees with the smallest eigenvalue of the rate matrix. At 3~nA a high-precision eigenvalue agrees with $R$ to better than one part in $10^6$. At 10~nA the survival probability at $t=1/R$ equals $e^{-1}$ to within 0.2\,\%.

\section{A recursion without cancellation}

The diagonal of the matrix in (\ref{backward}) is the sum $u_n+d_n$, and its rows sum to zero except the last. The slow rate is what remains after large entries cancel. Double precision resolves an entry to about one part in $10^{16}$. At 0.1~nA the diagonal entry $u_1+d_1\approx\gamma$ is thus rounded by up to about $10^{-16}\gamma$. Weighted by the population of level 1, about $6\times10^{-3}$, this moves the smallest eigenvalue by up to about $10^{-18}\gamma$, while $R$ is $4\times10^{-26}\gamma$. The eigenvalue of the stored matrix is therefore already wrong before any routine is called. The rates $u_n$ and $d_n$ themselves are still accurate, and a method that works with them directly can recover $R$.

The cure is to remove the cancellation by algebra. Let $h_n=T_n-T_{n+1}$, the mean time needed to get from $n$ to $n+1$. Grouping the terms of (\ref{backward}),
\begin{equation}
u_n(T_n-T_{n+1})-d_n(T_{n-1}-T_n)=u_nh_n-d_nh_{n-1}=1 ,
\end{equation}
so that
\begin{equation}
h_n=\frac{1+d_nh_{n-1}}{u_n},\qquad h_0=\frac1{u_0},\qquad \frac1R=\sum_{n=0}^{N-1}h_n . \label{recursion}
\end{equation}
Every quantity is positive and nothing is subtracted, so rounding errors stay at the level of a few units in the last place per step. The recursion holds for any ladder with nearest-neighbour jumps.

For the harmonic rates it can be summed. Put $g_n=(n+1)\gamma y\,h_n$ and $s=(1+y)/y=1+1/y$. Multiplying (\ref{recursion}) by $u_n$ gives
\begin{equation}
g_n=1+n\gamma(1+y)h_{n-1}=1+s\,g_{n-1},\qquad g_0=1 ,
\end{equation}
since $n\gamma h_{n-1}=g_{n-1}/y$. This is a geometric sum:
\begin{equation}
g_n=\frac{s^{n+1}-1}{s-1}=y\,(s^{n+1}-1),\qquad h_n=\frac{s^{n+1}-1}{(n+1)\gamma}.
\end{equation}
With $m=n+1$,
\begin{equation}
\frac1R=\frac{S}{\gamma},\qquad S=\sum_{m=1}^{N}\frac{(1+1/y)^m-1}{m}. \label{closed}
\end{equation}
At 0.001, 0.1, 3 and 10~nA, the recursion and this sum both agree with a 300-digit solution of (\ref{backward}) to better than one part in $10^{10}$.

\section{The power law and its window}

For $Ny\ll1$ the term $m=N$ dominates and $(1+1/y)^N\approx y^{-N}$, so $R\approx N\gamma y^N$. If also $Nn_B\ll x$, then $y^N\approx x^N$ and
\begin{equation}
R\approx N\gamma x^N=N\gamma\left(\frac{fI}{e\gamma}\right)^{N}. \label{power}
\end{equation}
The factors have a direct reading. Level $N-1$ holds a population of about $x^{N-1}$, and it is left upward at rate $N\gamma x$. With $n_B=0$ and $x=10^{-8}$, the full matrix gives the exponent $N$ to within $10^{-4}$ for ladders of 2, 5 and 12 steps.

The local exponent $\alpha=d\ln R/d\ln I$ shows how the law fails. Since $ds/dy=-1/y^2$,
\begin{equation}
\frac{dS}{dy}=-\frac1{y^2}\sum_{m=1}^{N}s^{m-1}=-\frac1{y^2}\,y\,(s^N-1)=-\frac{s^N-1}{y}.
\end{equation}
From $\ln R=\ln\gamma-\ln S$ and $d\ln y/d\ln x=x/y$,
\begin{equation}
\alpha=\frac xy\,\frac{s^N-1}{S}. \label{alpha}
\end{equation}

\paragraph{Saturation.} Set $n_B=0$ and take $x$ small, with $N\ge2$. To first order the numerator is $x^{-N}(1+Nx)$. The terms $m=N$ and $m=N-1$ give
\begin{equation}
S\approx \frac{x^{-N}}{N}\left(1+Nx+\frac{N}{N-1}x\right),
\qquad
\alpha\approx N\left(1-\frac{N}{N-1}x\right). \label{drop}
\end{equation}
In the opposite limit $x\gg N$, $s^m-1\approx m/x$, so $S\approx N/x$. Then $R\approx G/N$ and $\alpha\to1$: electrons drive the ladder up and down almost equally, and the rate is linear in current.

\paragraph{Heat.} At finite temperature, (\ref{drop}) holds with $x$ replaced by $y$ and with the extra factor $x/y=1-n_B/y$:
\begin{equation}
\alpha\approx N\left(1-\frac{n_B}{y}\right)\left(1-\frac{N}{N-1}y\right).
\end{equation}
Multiplied out, the two terms that depend on $y$ are $-n_B/y$ and $-Ny/(N-1)$. Setting the derivative of their sum to zero gives $n_B/y^2=N/(N-1)$. At that point both have magnitude $\varepsilon$, and their product is $\varepsilon^2$:
\begin{equation}
y_*=\sqrt{\frac{n_B(N-1)}{N}},\qquad
\alpha_{\max}\approx N(1-\varepsilon)^2,\qquad \varepsilon=\sqrt{\frac{n_BN}{N-1}}. \label{peak}
\end{equation}
The exponent thus peaks below $N$. As the current goes to zero at fixed temperature, $\alpha\to0$ and thermal desorption remains, at the rate $N\gamma n_B^N$ when $Nn_B\ll1$. ``Low current'' in the scaling law means low compared with saturation but high compared with heat.

\paragraph{Slow final escape.} Suppose that level $N$ breaks the bond at a finite rate $k$, independent of current. An arrival then ends in desorption with probability $k/(k+N\gamma)$, because relaxation at rate $N\gamma$ competes. The low-current rate is multiplied by this factor and the exponent stays $N$. The matrix with $k=\gamma$ and $x=10^{-8}$ confirms both.

\section{A worked case}

Take $\hbar\omega=0.26$~eV, $E_d=3.0$~eV, $1/\gamma=10$~ns, $f=10^{-3}$, a bias of 2.5~V and 300~K. Then $E_d/\hbar\omega=11.5$, so $N=12$, and $n_B=4.29\times10^{-5}$. One nanoampere carries $6.24\times10^{9}$ electrons per second, hence
\begin{equation}
x=(6.24\times10^{9})(10^{-3})(10^{-8})=0.0624\quad\text{per nA}.
\end{equation}

At 3~nA, $y=0.1873$ and $s=6.339$. The leading terms of (\ref{closed}), from $m=12$ downward, are
\begin{equation}
S\approx(3.510+0.604+0.105+0.018+0.003)\times10^{8}=4.24\times10^{8},
\end{equation}
so $R=10^8/(4.24\times10^8)=0.236\ \mathrm{s^{-1}}$. Over the range of currents the model gives:

\begin{center}
\begin{tabular}{rll}
$I$ (nA) & $R$ ($\mathrm{s^{-1}}$) & $\alpha$\\
0.001 & $2.2\times10^{-39}$ & 7.11\\
0.1 & $4.2\times10^{-18}$ & 11.84\\
1 & $1.9\times10^{-6}$ & 11.22\\
3 & $0.24$ & 9.93\\
10 & $7.2\times10^{3}$ & 6.93
\end{tabular}
\end{center}

The low exponent at 0.001~nA is the thermal effect: there $x=6.24\times10^{-5}$ is close to $n_B$, and $Nx/y=7.1$. Equation (\ref{peak}) gives $\varepsilon=0.0068$ and a largest exponent of 11.84, as found numerically at 0.100~nA. The mean wait for one desorption at that current is $7\times10^{9}$ years. In this model the exponent comes closest to $N$ where the rate cannot be measured.

One desorption per second needs 3.48~nA, or $2.2\times10^{10}$ electrons per desorption. There $x=0.217$ and $\alpha=9.66$. The factor of 13 by which (\ref{power}) overshoots has two parts. Replacing $x^{-N}$ by $(1+1/x)^N$ contributes $(1.217)^{12}=10.6$, and the terms of $S$ below $m=N$ contribute 1.24. Reading the slope as a count of steps would give about ten. Fitting (\ref{closed}) over a range of currents accounts for the falling exponent, but it does not fix $N$ sharply when $\gamma$ and $f$ are both left free. The rates of this twelve-step ladder between $10^{-3}$ and $10^{3}\ \mathrm{s^{-1}}$ are matched to about 12\,\% by $N=11$ with a lifetime of 0.6~ns and $f\approx10^{-2}$, and to about 10\,\% by $N=13$ with 54~ns and $f\approx3\times10^{-4}$.

\section{What the ladder leaves out}

The following changes are taken one at a time at 3.48~nA, with all other inputs fixed.

\begin{itemize}
\item Cooling from 300~K to 0~K at fixed $\gamma$ lowers the rate by 0.2\,\%.
\item For a flat electronic spectrum, the energy windows for downward and upward electron-driven steps are in the ratio $(2.5+0.26)/(2.5-0.26)=1.23$. Raising the downward electronic rate by this factor at fixed $G$ multiplies $R$ by 0.65.
\item A relaxation rate 10\,\% higher multiplies $R$ by 0.43. Equation (\ref{closed}) has the form $R=\gamma F(x,n_B)$ with $x\propto1/\gamma$, so locally $R\propto\gamma^{1-\alpha}$.
\item One step fewer multiplies $R$ by 5.1, and one step more by 0.19.
\item A gap of 0.7~nm gives a field of 36~MV/cm. With a rough bond charge of $0.1e$ and a stretch of 0.15~nm, the threshold shifts by $0.1\times(2.5/0.7)\times0.15=0.054$~eV. Removing a step would take a downward shift of 0.14~eV, and adding one an upward shift of more than 0.12~eV, so $N$ stays 12.
\end{itemize}

\section{Anharmonicity and multi-quantum jumps}

The largest question is the ladder itself. For any nearest-neighbour ladder in which $d_n$ is much larger than both $u_{n-1}$ and $u_n$ for $1\le n\le N-1$, the flow between neighbours nearly balances, $P_n\approx P_{n-1}u_{n-1}/d_n$, and
\begin{equation}
R\approx u_{N-1}\prod_{n=1}^{N-1}\frac{u_{n-1}}{d_n}. \label{general}
\end{equation}
There are $N$ upward rates, each proportional to $I$ when heat is negligible, so the exponent counts the steps of whichever ladder is used.

A real bond softens as it stretches. A Morse well $V=D(1-e^{-aq})^2$ has levels
\begin{equation}
E_n=\hbar\omega_e\left[\left(n+\tfrac12\right)-\frac{(n+\frac12)^2}{2\lambda}\right],\qquad \lambda=\frac{2D}{\hbar\omega_e},
\end{equation}
which a numerical solution on a grid reproduces to within $5\times10^{-5}$~eV. The first spacing is $\hbar\omega_e(1-1/\lambda)$ and the dissociation energy is $D-E_0=\hbar\omega_e(\lambda-\frac12)^2/(2\lambda)$. Matching them to 0.26 and 3.0~eV requires $(\lambda-\frac12)^2/[2(\lambda-1)]=11.54$, hence $\lambda=23.07$ and $D=3.13$~eV. Levels exist for $n<\lambda-\frac12$, which makes 23 of them. Climbing one level at a time now takes 23 steps to the continuum, and with such jumps alone the computed exponent at $x=10^{-10}$ is 23.

In this well, however, linear coupling also allows larger jumps. The squared matrix element for $0\to2$ is 1.1\,\% of that for $0\to1$. Each upward jump costs one electron and one factor of $x$, while relaxation costs none. At zero temperature and vanishing current, the path with the fewest electrons therefore wins. One electron of 2.5~eV cannot supply 3.0~eV, but two can, by way of an intermediate level. The computed exponent is 2.00 at $x=10^{-14}$ and already 2.7 at 0.1~nA. For this well $R\propto I^{N}$ is not the low-current law, whether $N$ is 12 or 23.

These figures assume that every jump scales with $|q_{ij}|^2$, for electrons up to the bias energy and for a lattice bath with a flat spectrum, at zero temperature. At 3.48~nA they give $0.035\ \mathrm{s^{-1}}$ and an exponent of 8.6. With one-level jumps alone the rate would be $4\times10^{-8}\ \mathrm{s^{-1}}$ and the exponent 18.4. The exponent with all jumps depends on the bath: it is 9.7 if the lattice strength is proportional to the level gap and 6.9 if it is inversely proportional. For the flat bath, the exponents 8.6 and 9.7 of the Morse and truncated models lie close together although their ladders differ, so a measured slope near 9 would not establish a twelve-step climb.

\section{Beside the real surface}

The parameters are rough typical values for monohydride Si(100)-2$\times$1:H under a scanning tunnelling tip. The stretch quantum is the best known of them; the lifetime and above all the inelastic fraction are much less certain. Current enters through the product $fI$, so doubling $f$ halves the current needed for a given rate. The real bond breaks the harmonic assumption. In the zero-temperature Morse estimate this lowers the rate at 3.48~nA by a factor of 29 and moves the current for one desorption per second from 3.5 to 5.0~nA. The upper Morse spacings are comparable with $k_BT$ or smaller, so heat matters more than in the harmonic ladder: at 300~K the factor is 19 and the current 4.8~nA. These figures hold for a flat lattice spectrum. At zero temperature a bath strength proportional to the level gap gives a factor of 1.6 and 3.6~nA, and one inversely proportional to it gives 200 and 7.0~nA. At low current the change has the opposite sign: at 0.1~nA the Morse rate is about $2\times10^{-9}\ \mathrm{s^{-1}}$ at zero temperature and $3\times10^{-9}\ \mathrm{s^{-1}}$ at 300~K, against $4\times10^{-18}\ \mathrm{s^{-1}}$ for the ladder. Transfer of vibrational energy to neighbouring bonds, direct electronic excitation of the bond and any temperature dependence of $\gamma$ are left out. If lateral transfer acts as a small addition to $\gamma$, the local $\gamma^{1-\alpha}$ rule gives its effect on the rate. Absolute rates from this model are therefore uncertain by orders of magnitude. The current for a chosen rate is less sensitive to an error in the rate, because it shifts by roughly the $1/\alpha$ power of that error. An error in $\gamma$ still passes almost fully into the current, which varies locally as $\gamma^{1-1/\alpha}$: a lifetime of 1.2~ns, near values reported at room temperature, moves the current for one desorption per second from 3.5 to 23~nA. The numerical output below lists the inputs and the main values used here.

\section*{Computed values}
\begin{verbatim}
vibrational quantum: 0.26 eV
desorption energy: 3.00 eV
single-quantum steps N: 12
lifetime of level 1: 10.0 ns
relaxation rate: 1.000e+08 1/s
inelastic fraction: 1.0e-03
bias: 2.50 V; temperature: 300 K
Bose occupation: 4.288e-05
x per nA: 0.06242
current where x = occupation: 6.869e-04 nA
I=0.001 nA: x=6.2415e-05, R=2.225e-39 1/s, exponent=7.113
I=0.1 nA: x=6.2415e-03, R=4.195e-18 1/s, exponent=11.837
I=1 nA: x=6.2415e-02, R=1.913e-06 1/s, exponent=11.222
I=3 nA: x=1.8725e-01, R=2.358e-01 1/s, exponent=9.929
I=10 nA: x=6.2415e-01, R=7.195e+03 1/s, exponent=6.931
I=0.03 nA: double-precision eigenvalue 0.00e+00 1/s, recursion 2.85e-24 1/s
I=0.05 nA: double-precision eigenvalue 0.00e+00 1/s, recursion 1.16e-21 1/s
I=0.1 nA: double-precision eigenvalue 0.00e+00 1/s, recursion 4.19e-18 1/s
I=0.2 nA: double-precision eigenvalue 0.00e+00 1/s, recursion 1.52e-14 1/s
largest exponent at 300 K: 11.837
largest exponent, formula: 11.836
current at largest exponent: 0.1004 nA
rate at largest exponent: 4.389e-18 1/s
mean wait there: 7.23e+09 years
current for 1 desorption/s: 3.477 nA
x at that current: 0.2170
exponent at that current: 9.658
pure power law / full rate there: 13.088
electrons per desorption there: 2.170e+10
rate ratios at that current:
  300 K / 0 K: 1.0019
  finite-bias asymmetry / none: 0.652
  relaxation +10 % / reference: 0.434
  N-1 steps / N steps: 5.129
  N+1 steps / N steps: 0.1935
gap 0.7 nm, bond charge 0.1 e, stretch 0.15 nm
tip field: 35.7 MV/cm
threshold shift by field: 0.054 eV
shift that would remove one step: 0.140 eV
Morse well depth: 3.134 eV; bound levels: 23
Morse strength 0->2 relative to 0->1: 0.0113
Morse, all jumps, same current: R=3.503e-02 1/s
Morse, all jumps, same current: exponent=8.622
Morse, one-quantum jumps: R=4.110e-08 1/s
Morse, one-quantum jumps: exponent=18.446
Morse, all jumps, 0.1 nA: exponent=2.672
Morse, all jumps, x=1e-14: exponent=2.0000
least number of electrons by energy: 2
Morse current for 1 desorption/s: 5.041 nA
\end{verbatim}
